\section*{Breit-Wigner transmission through a single donor with unequal tunnel rates}

\section*{Problem}

A short transistor channel forms a flat barrier of height $V$ and length $D$ between source and drain. A single donor lies in the barrier, at distance $a$ from the source and $b=D-a$ from the drain. Model an electron of effective mass $m$ by the one-dimensional Hamiltonian
\begin{equation}
H=-\frac{1}{2m}\frac{d^2}{dx^2}+U(x)-g\,\delta(x-a),\qquad g>0,
\end{equation}
where $U=V$ for $0<x<D$ and $U=0$ elsewhere. The algebra uses atomic units, so $\hbar=1$ and $m$ is in electron masses. Numbers are given in eV and angstrom. Transport is coherent and elastic, there is one non-degenerate level, and electron repulsion is neglected. The transmission $T(E)$ is a probability per spin at a fixed energy $0<E<V$.

\begin{enumerate}
\item Find $T(E)$ and the reflection amplitude $r(E)$ without assuming a narrow resonance.
\item For given couplings to source and drain, how large can $T$ be? What happens to the reflected wave there?
\item For a well isolated level, find the line shape, the two tunnel rates, the level shift, and the dependence of the peak on donor position.
\item Evaluate the results for $m=0.2$, $V=0.08$ eV, donor binding energy $0.05$ eV and $D=160$ angstrom, with the donor at the centre and displaced by 10 and 20 angstrom towards the drain.
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item On each side of the donor, construct the solution that is purely outgoing in the contact. Only its logarithmic derivative at the donor enters the matching there.
\item Write the wave on the source side as a state that vanishes at the donor plus a multiple of the outgoing solution. A Wronskian gives the slope of the first part.
\item Flux conservation relates the size of an outgoing solution at the donor to the imaginary part of its logarithmic derivative.
\item For the narrow level, first find the bound state in an infinitely long barrier. Then keep the first order in the small exponentials.
\end{enumerate}

\section*{Solution}

\subsection*{1. Transmission and reflection}

Let $k=\sqrt{2mE}$ and $\kappa=\sqrt{2m(V-E)}$. Take $u_R=e^{ik(x-D)}$ in the drain. Inside the barrier, to the right of the donor,
\begin{equation}
u_R\propto e^{\kappa(D-x)}+\rho\,e^{-\kappa(D-x)} .
\end{equation}
Continuity of $u_R'/u_R$ at $x=D$ requires
\begin{equation}
\kappa\,\frac{\rho-1}{\rho+1}=ik
\quad\Rightarrow\quad
\rho=\frac{\kappa+ik}{\kappa-ik}=\frac{\kappa^2-k^2+2i\kappa k}{\kappa^2+k^2},
\end{equation}
so $|\rho|=1$. Similarly, $u_L=e^{-ikx}$ in the source, continued through the barrier up to the donor. Define $q_L=u_L'/u_L$ and $q_R=-u_R'/u_R$ at $x=a$. With $l_L=a$, $l_R=b$ and $z_j=\rho e^{-2\kappa l_j}$, differentiation gives for both sides
\begin{equation}
q_j=\kappa\,\frac{1-z_j}{1+z_j}
=\kappa\,\frac{1-|z_j|^2-2i\,\mathrm{Im}\,z_j}{|1+z_j|^2}.
\label{q}
\end{equation}
Since $\mathrm{Im}\,\rho>0$, the imaginary part of $q_j$ is negative, and the couplings
\begin{equation}
\gamma_j=-\frac{\mathrm{Im}\,q_j}{m}
\end{equation}
are positive. The quantity $\mathrm{Im}(u^*u')$ does not depend on $x$ where the potential is real. For $u_L$ it equals $-k$ in the source and $|u_L(a)|^2\,\mathrm{Im}\,q_L$ at the donor. For $u_R$ it equals $k$ in the drain and $-|u_R(a)|^2\,\mathrm{Im}\,q_R$ at the donor. Hence
\begin{equation}
|u_j(a)|^2=\frac{k}{m\gamma_j}.
\label{flux}
\end{equation}

Now let $\chi$ be the solution on $x\le a$ with $\chi(a)=0$ and the form $e^{ikx}+r_n e^{-ikx}$ in the source. At real energy $u_L^*$ is also a solution, so $\chi=u_L^*+r_nu_L$ and
\begin{equation}
r_n=-\frac{u_L^*(a)}{u_L(a)},\qquad |r_n|=1 .
\end{equation}
The Wronskian $\chi u_L'-\chi'u_L$ is constant. In the source it is
\begin{equation}
-ik\left(1+r_ne^{-2ikx}\right)-ik\left(1-r_ne^{-2ikx}\right)=-2ik,
\end{equation}
and at the donor it is $-\eta\,u_L(a)$, with $\eta=\chi'(a)$. Thus $\eta=2ik/u_L(a)$.

The scattering state is $\psi=\chi+c\,u_L$ on the source side and $\psi=t\,u_R$ on the drain side. Its value at the donor is $\psi_a=c\,u_L(a)=t\,u_R(a)$. Integrating the Schr\"odinger equation across the delta potential gives
\begin{equation}
\psi'(a^+)-\psi'(a^-)=-2mg\,\psi_a .
\end{equation}
Insert $\psi'(a^+)=-q_R\psi_a$ and $\psi'(a^-)=\eta+q_L\psi_a$:
\begin{equation}
(2mg-q_L-q_R)\psi_a=\eta
\quad\Rightarrow\quad \psi_a=\frac{\eta G}{2m},
\end{equation}
where
\begin{align}
G&=\frac{1}{g-(q_L+q_R)/2m}=\frac{1}{R+i(\gamma_L+\gamma_R)/2},\\
R&=g-\frac{\mathrm{Re}(q_L+q_R)}{2m}.
\end{align}
The wave number is the same in both contacts, so $T=|t|^2$. From (\ref{flux}), $|\eta|^2=4k^2/|u_L(a)|^2=4km\gamma_L$, and
\begin{equation}
T=\frac{|\psi_a|^2}{|u_R(a)|^2}
=\frac{4km\gamma_L|G|^2}{4m^2}\,\frac{m\gamma_R}{k}
=\frac{\gamma_L\gamma_R}{R^2+(\gamma_L+\gamma_R)^2/4}.
\label{exactT}
\end{equation}
For the reflected wave, $r=r_n+c$ with $c=\psi_a/u_L(a)=ikG/[m\,u_L(a)^2]$. The definition of $r_n$ gives $1/u_L(a)^2=-r_n/|u_L(a)|^2=-r_nm\gamma_L/k$, so
\begin{equation}
r=r_n\left(1-i\gamma_LG\right).
\label{exactr}
\end{equation}
No expansion has been made: (\ref{exactT}) and (\ref{exactr}) are exact in this model for $0<E<V$. Both were tested at 17 energies for each donor position against a direct numerical solution of the wave equation, started from an outgoing wave in the drain.

\subsection*{2. The upper limit and the reflected wave}

Dropping $R^2\ge0$ from the denominator of (\ref{exactT}) gives
\begin{equation}
T\le\frac{4\gamma_L\gamma_R}{(\gamma_L+\gamma_R)^2}
=1-\left(\frac{\gamma_L-\gamma_R}{\gamma_L+\gamma_R}\right)^2,
\label{bound}
\end{equation}
with equality at $R=0$. There $G=-2i/(\gamma_L+\gamma_R)$, and (\ref{exactr}) becomes
\begin{equation}
\frac{r}{r_n}=1-\frac{2\gamma_L}{\gamma_L+\gamma_R}
=\frac{\gamma_R-\gamma_L}{\gamma_L+\gamma_R}.
\label{rres}
\end{equation}
The first term is the wave reflected when the donor amplitude is held at zero. The second is the wave that leaks from the donor back into the source. They have opposite signs at resonance and cancel if $\gamma_L=\gamma_R$. If the source coupling is the weaker one, the leaked wave is too small to cancel the first; if it is the stronger one, the leaked wave is too large. Either way a reflected wave remains. No electron is lost: the missing transmission is reflection.

The right-hand side of (\ref{bound}) varies with energy when $a\ne b$, so the largest $T$ need not lie precisely at $R=0$. In the cases computed below the two energies differ by less than 2\% of the total width.

\subsection*{3. The isolated level}

In an infinitely long barrier $z_j=0$ and $q_j=\kappa$. The condition $R=0$ then gives the bound state
\begin{equation}
\kappa_0=mg,\qquad \varepsilon=\frac{\kappa_0^2}{2m},\qquad E_0=V-\varepsilon .
\end{equation}
We need $0<E_0<V$, so that the level faces propagating states in the contacts. For a finite barrier with $e^{-2\kappa_0l_j}\ll1$, equation (\ref{q}) gives $q_j\simeq\kappa(1-2z_j)$, and therefore
\begin{align}
R&\simeq g-\frac{\kappa}{m}+\frac{\kappa}{m}\,\mathrm{Re}(z_L+z_R),\\
\gamma_j&\simeq\frac{2\kappa}{m}\,\mathrm{Im}\,z_j .
\end{align}
Because $d\kappa/dE=-m/\kappa$, the difference $g-\kappa/m$ is $(E-E_0)/\kappa_0$ to first order. At $E_0$ we have $\kappa^2=2m\varepsilon$ and $k^2=2mE_0$, so
\begin{equation}
\mathrm{Re}\,\rho=\frac{\varepsilon-E_0}{V}=\frac{V-2E_0}{V},\qquad
\mathrm{Im}\,\rho=\frac{2\sqrt{E_0\varepsilon}}{V}.
\end{equation}
Hence $\kappa_0R\simeq E-E_r$. With $\kappa_0^2/m=2\varepsilon$, the resonance energy is
\begin{equation}
E_r=E_0-2\varepsilon\,\frac{V-2E_0}{V}\left(e^{-2\kappa_0a}+e^{-2\kappa_0b}\right).
\label{shift}
\end{equation}
Multiply numerator and denominator of (\ref{exactT}) by $\kappa_0^2$ and set $\Gamma_j=\kappa_0\gamma_j$:
\begin{align}
T(E)&=\frac{\Gamma_L\Gamma_R}{(E-E_r)^2+(\Gamma_L+\Gamma_R)^2/4},
\label{BW}\\
\Gamma_j&=\frac{8\varepsilon\sqrt{E_0\varepsilon}}{V}\,e^{-2\kappa_0l_j}.
\label{rates}
\end{align}
This is the Breit-Wigner form. To see that $\Gamma_j$ is a tunnel rate, take the normalized bound state $\sqrt{\kappa_0}\,e^{-\kappa_0|x-a|}$, whose density at the donor is $\kappa_0$. By (\ref{flux}), an outgoing solution with density $|\psi_a|^2$ at the donor carries the flux $(k/m)|\psi_a|^2/|u_j(a)|^2=\gamma_j|\psi_a|^2$ into contact $j$. With $|\psi_a|^2=\kappa_0$ this flux is $\Gamma_j$.

The approximation also needs rates that hardly change across the resonance. The exponential in (\ref{rates}) has the logarithmic slope $2ml_j/\kappa_0=\kappa_0l_j/\varepsilon$ in energy, so the condition is $(\Gamma_L+\Gamma_R)\kappa_0l_j/\varepsilon\ll1$. The level must also lie many widths away from both $E=0$ and $E=V$. A donor within about a decay length $1/\kappa_0$ of a contact violates the first assumption, because $e^{-2\kappa_0l_j}$ is then no longer small. For the parameters of part 4 the condition on the rates fails earlier: with $l_j$ the longer distance, its left-hand side is 0.4 at $b=40$ and 1.2 at $b=30$ angstrom.

For the position dependence, let $A$ be the prefactor in (\ref{rates}) and $y=\kappa_0(a-b)$. Since $2\kappa_0a=\kappa_0D+y$ and $2\kappa_0b=\kappa_0D-y$,
\begin{align}
\Gamma_L\Gamma_R&=A^2e^{-2\kappa_0D},\\
\Gamma_L+\Gamma_R&=2A\,e^{-\kappa_0D}\cosh y,\\
T_{\max}&=\frac{4\Gamma_L\Gamma_R}{(\Gamma_L+\Gamma_R)^2}=\frac{1}{\cosh^2[\kappa_0(a-b)]}.
\label{peak}
\end{align}
To this order, moving the donor away from the centre at fixed $D$ leaves the product of the rates unchanged and increases their sum. The resonance becomes broader and lower. For detunings much larger than the width, but still within the range of (\ref{BW}), $T\simeq\Gamma_L\Gamma_R/(E-E_r)^2$ does not depend on donor position.

A displacement $s$ from the centre towards the drain gives $a-b=2s$. The peak is halved when $\cosh(2\kappa_0s)=\sqrt2$, or $s=0.881/(2\kappa_0)$, which is less than half a decay length. For very unequal rates, (\ref{peak}) tends to $4\Gamma_</\Gamma_>=4e^{-4\kappa_0|s|}$, where $\Gamma_<$ and $\Gamma_>$ are the smaller and larger rate.

\subsection*{4. Numbers}

The level lies at $E_0=0.08-0.05=0.03$ eV. The decay constant is $\kappa_0=0.05123$ per angstrom, a decay length of 19.5 angstrom. The prefactor of the rates is
\begin{equation}
A=\frac{8(0.05)\sqrt{(0.03)(0.05)}}{0.08}\ \text{eV}=0.1936\ \text{eV}.
\end{equation}
For a displacement of 10 angstrom, $a=90$ and $b=70$ angstrom, so
\begin{align}
\Gamma_L&=0.1936\,e^{-9.221}\ \text{eV}=1.91\times10^{-5}\ \text{eV},\\
\Gamma_R&=0.1936\,e^{-7.172}\ \text{eV}=1.49\times10^{-4}\ \text{eV},\\
T_{\max}&=\frac{1}{\cosh^2(0.05123\times20)}=0.404 .
\end{align}
The reflection check (\ref{rres}) gives $r/r_n=(14.86-1.91)/16.78=0.772$. Its square is 0.596, which leaves 0.404 for transmission. The three positions compare as follows, with rates in $10^{-5}$ eV:
\begin{center}
\begin{tabular}{ccccc}
$s$ (angstrom) & $\Gamma_L$ & $\Gamma_R$ & $\Gamma_L+\Gamma_R$ & $T_{\max}$\\
0 & 5.33 & 5.33 & 10.7 & 1.000\\
10 & 1.91 & 14.9 & 16.8 & 0.404\\
20 & 0.69 & 41.4 & 42.1 & 0.064
\end{tabular}
\end{center}
The peaks found by direct numerical solution agree with (\ref{peak}) to the digits shown. The rates were also tested independently: the complex energy of the purely outgoing state gives the total width, and its outgoing fluxes divide that width between source and drain. These rates differ from (\ref{rates}) by less than 0.3\% of their own values. Half transmission occurs at a displacement of $0.881/(2\times0.05123)=8.6$ angstrom.

The level shift at 10 angstrom is $-2.2\times10^{-5}$ eV, about 13\% of the total width. It is needed if the calculated line is to be centred correctly.

Within five total widths of resonance, the largest error of the Lorentzian is 0.3\%, 0.4\% and 1.1\% of the peak for the three positions. This measure hides the tails, where the error relative to the local value of $T$ grows steadily with detuning. For the donor displaced by 20 angstrom, 0.002 eV is only 4.75 total widths, yet there $T=9.4\times10^{-4}$ against $7.0\times10^{-4}$ from (\ref{BW}). At 0.002 eV above resonance the centred donor transmits $9.5\times10^{-4}$, while (\ref{BW}) gives $7.1\times10^{-4}$, so the true value is larger by a factor 1.34. The cause can be traced in (\ref{exactT}). Raising $E$ from 0.030 to 0.032 eV lowers $2\kappa D$ from 16.39 to 16.06, which raises $\gamma_L\gamma_R$ by a factor 1.39. The prefactor $\kappa^4k^2$ of this product changes by 0.98, and the curvature of $R(E)$ divides the result by 1.02. Together these give 1.34.

At this detuning the transmission for the three positions agrees within 1.4\%, although the peaks differ by a factor of about 16. The flank therefore reflects the nearly constant product of the rates, and the peak their inequality.

Direct source-drain tunnelling follows from the same formula. Without the donor $g=0$, so at $E_0$ one has $\kappa_0R\simeq-\kappa_0^2/m=-2\varepsilon$. The width term is negligible beside it, and
\begin{equation}
T_{\text{direct}}\simeq\frac{\Gamma_L\Gamma_R}{4\varepsilon^2}
=\frac{(5.33\times10^{-5})^2}{4(0.05)^2}=2.8\times10^{-7},
\end{equation}
in agreement with the direct numerical value. Even the reduced peak of 0.064 exceeds this by a factor of about $2\times10^5$. This compares transmissions at one energy in one one-dimensional channel. In a thermally averaged conductance the margin shrinks quickly with temperature, because the line is narrow and transmission near the top of the barrier gains weight. In a real channel, direct tunnelling also adds up over all transverse modes.

These numbers describe the one-dimensional model. The three-dimensional Coulomb potential of a real donor, the conduction-band valleys and the charging energy would change the level and its rates. Charging is the most serious omission: with a relative permittivity of about 12, two electrons one decay length apart repel each other by about 0.06 eV, far more than the widths found here. The one-electron results therefore cannot be applied to a real donor of this size without treating that repulsion. Inelastic scattering would invalidate the coherent sum of amplitudes used in (\ref{rres}).

\section*{Variation 1: a donor potential of finite width}

Replace the delta potential by a well of finite width. Does the peak still follow from the two rates?

Near an isolated resonance let $C$ be the amplitude of the normalized trapped state for unit incident flux, and let $\Delta=E-E_r$ and $\Gamma=\Gamma_L+\Gamma_R$. The trapped state responds as $C=F/(\Delta+i\Gamma/2)$, with $F$ constant across the line. It emits the fluxes $\Gamma_L|C|^2$ and $\Gamma_R|C|^2$. Neglect direct tunnelling, so that the background reflection $r_n$ has modulus one. Then
\begin{equation}
\frac{r}{r_n}=1+\frac{v}{\Delta+i\Gamma/2},\qquad |v|=\sqrt{\Gamma_L}\,|F|,
\end{equation}
and $T=\Gamma_R|F|^2/(\Delta^2+\Gamma^2/4)$. Multiplying $|r|^2+T=1$ by $\Delta^2+\Gamma^2/4$ leaves
\begin{equation}
2\Delta\,\mathrm{Re}\,v+\Gamma\,\mathrm{Im}\,v+(\Gamma_L+\Gamma_R)|F|^2=0 .
\end{equation}
This must hold across the line, so $\mathrm{Re}\,v=0$ and $\mathrm{Im}\,v=-|F|^2$. Comparing $|v|=|F|^2$ with $|v|=\sqrt{\Gamma_L}|F|$ gives $|F|^2=\Gamma_L$, and (\ref{BW}) follows without reference to the shape of the well.

As a test, take a well 20 angstrom wide and 0.12 eV deep, with 80 angstrom of barrier towards the source and 60 towards the drain. Its outgoing state gives $\Gamma_L=3.88\times10^{-5}$ and $\Gamma_R=2.57\times10^{-4}$ eV. The predicted peak is $4\Gamma_L\Gamma_R/(\Gamma_L+\Gamma_R)^2=0.456$, and the direct solution gives 0.456.

\section*{Variation 2: a thermally broadened conductance peak}

How does the linear conductance at resonance depend on the rates when the temperature $\Theta$ satisfies $k_B\Theta\gg\Gamma_L+\Gamma_R$?

For non-interacting electrons the conductance per spin is $\mathcal G=(e^2/h)\int T(E)(-f')\,dE$, where $f$ is the Fermi function. With the chemical potential at $E_r$, $-f'$ is nearly constant across the line and equals $1/(4k_B\Theta)$. The area of the Lorentzian follows from $\int dx/(x^2+c^2)=\pi/c$ with $c=(\Gamma_L+\Gamma_R)/2$, so
\begin{equation}
\mathcal G\simeq\frac{e^2}{h}\,\frac{\pi}{2k_B\Theta}\,\frac{\Gamma_L\Gamma_R}{\Gamma_L+\Gamma_R}.
\end{equation}
The rates must also vary little over $k_B\Theta$, and the temperature must be low enough that electrons crossing near or above the top of the barrier contribute little. For the channel of part 4 this excludes room temperature. At fixed $D$ this peak falls as $1/\cosh y$, not $1/\cosh^2y$, because the line broadens as it becomes lower. For displacements of 10 and 20 angstrom it is $10.7/16.8=0.64$ and $10.7/42.1=0.25$ of its value for the centred donor. The widest line, $4.2\times10^{-4}$ eV, corresponds to about 5 K, so these ratios need a temperature well above that. Integrating the full transmission of the model reproduces them within about 5\% between 20 and 77 K. At 4 K it gives 0.61 and 0.20, and at 150 K it gives 0.75 and 0.49.

Equal rates give $\mathcal G\simeq(e^2/h)\,\pi\Gamma_L/(4k_B\Theta)$, far below $e^2/h$ although $T(E_r)=1$. A small conductance peak is therefore not by itself evidence of unequal rates; thermal averaging must first be accounted for.

\section*{Numbers as computed}
\begin{verbatim}
effective mass: 0.20 electron masses
barrier height V: 0.080 eV
donor binding energy: 0.050 eV
isolated level E0: 0.030 eV
channel length D: 160.0 angstrom
donor strength g: 1.9519 eV angstrom
decay constant kappa0: 0.05123 1/angstrom
decay length 1/kappa0: 19.52 angstrom
rate prefactor: 0.1936 eV
donor offset 0 angstrom: a = 80, b = 80 angstrom
  formula rates L, R: 5.3343e-05, 5.3343e-05 eV
  pole rates L, R: 5.3304e-05, 5.3304e-05 eV
  total width, formula: 1.0669e-04 eV
  level shift, formula: -1.377e-05 eV
  level shift, exact R=0: -1.379e-05 eV
  peak T, formula: 1.0000; marched: 1.0000
  resonant r/r_node, marched: 0.0000
  largest line-shape error / peak: 0.0027
  T at +0.002 eV, marched: 9.523e-04; Lorentzian: 7.109e-04
donor offset 10 angstrom: a = 90, b = 70 angstrom
  formula rates L, R: 1.9146e-05, 1.4862e-04 eV
  pole rates L, R: 1.9126e-05, 1.4848e-04 eV
  total width, formula: 1.6776e-04 eV
  level shift, formula: -2.166e-05 eV
  level shift, exact R=0: -2.173e-05 eV
  peak T, formula: 0.4044; marched: 0.4044
  resonant r/r_node, marched: 0.7718
  largest line-shape error / peak: 0.0043
  T at +0.002 eV, marched: 9.507e-04; Lorentzian: 7.102e-04
donor offset 20 angstrom: a = 100, b = 60 angstrom
  formula rates L, R: 6.8721e-06, 4.1406e-04 eV
  pole rates L, R: 6.8541e-06, 4.1349e-04 eV
  total width, formula: 4.2093e-04 eV
  level shift, formula: -5.434e-05 eV
  level shift, exact R=0: -5.490e-05 eV
  peak T, formula: 0.0642; marched: 0.0642
  resonant r/r_node, marched: 0.9674
  largest line-shape error / peak: 0.0111
  T at +0.002 eV, marched: 9.389e-04; Lorentzian: 7.040e-04
largest/smallest rate product: 1.0025
largest/smallest flank T: 1.0143
offset for half transmission: 8.60 angstrom
marched peak T at that offset: 0.5000
T without donor at E0: 2.845e-07
square well: width 20 angstrom, depth 0.12 eV
  resonance energy: 0.03746 eV
  pole rates L, R: 3.8846e-05, 2.5718e-04 eV
  peak T from rates: 0.4560; marched: 0.4560
\end{verbatim}
